# Why carbon 1s alignment leaves a differentially charged band offset wrong: a program that tests the result

```python
"""
Result under test: aligning a photoemission spectrum to adventitious C 1s
leaves the film-substrate core separation, and so the valence-band offset,
wrong by delta = e*(mean film potential - substrate potential).
For areal charge e*N spread uniformly in a film (thickness d, permittivity k)
on an uncharged interlayer (t, ki) above a grounded substrate, Gaussian units:
 delta = 4 pi e^2 N t/ki + (2 pi e^2 N d/k) * (1 - <z^2>/d^2),
where z is depth below the surface and <> is weighted by exp(-z/L).
Potentials are stored as energies e*phi in eV; lengths are in nm.
Binding energies rise with positive potential. A positive offset means that
the film valence edge is deeper than that of the substrate.
Material parameters are rough typical values for HfO2/SiO2/Si.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp
from scipy.linalg import solve_banded
from scipy.optimize import curve_fit
from scipy.special import exp1

# e^2 of Gaussian units, expressed in eV nm
e2 = const.e / (4 * np.pi * const.epsilon_0) * 1e9
temperature = 300.0
kT = const.k * temperature / const.e

# Stack and spectroscopic inputs
d, t = 10.0, 2.0
k_film, k_inter, k_si = 20.0, 3.9, 11.7
L_film, L_inter, L_si = 7.0, 11.0, 10.0
N = 0.02                         # charges per nm^2
gap_film, gap_si = 5.7, 1.12
true_vbo = 2.9
core_vb_film, core_vb_si = 14.2, 98.8
si_edge = 0.9                    # neutral Si valence edge below Fermi level
si_neutral = core_vb_si + si_edge
film_neutral = core_vb_film + si_edge + true_vbo
carbon_neutral, carbon_handbook = 285.1, 284.8
line_sigma = 0.4

# Finite-volume Poisson solver: no field above film, zero potential at Si
h = 0.01
n_film, n_inter = round(d / h), round(t / h)
depth = (np.arange(n_film) + 0.5) * h
weights = np.exp(-depth / L_film)
weights /= weights.sum()
kappa = np.r_[np.full(n_film, k_film), np.full(n_inter, k_inter)]
links = 1 / (h / (2 * kappa[:-1]) + h / (2 * kappa[1:]))
bottom_link = kappa[-1] / (h / 2)


def solve_film_potential(charge_per_cell):
    """Return e*phi in film cells for the given areal charges per cell."""
    band = np.zeros((3, n_film + n_inter))
    band[0, 1:] = -links
    band[2, :-1] = -links
    band[1, :-1] += links
    band[1, 1:] += links
    band[1, -1] += bottom_link
    source = np.zeros(n_film + n_inter)
    source[:n_film] = 4 * np.pi * e2 * charge_per_cell
    return solve_banded((1, 1), band, source)[:n_film]


def gaussian(x, height, centre, width):
    return height * np.exp(-0.5 * ((x - centre) / width) ** 2)


def fit_line(axis, intensity):
    guess = [intensity.max(), axis[np.argmax(intensity)], line_sigma]
    return curve_fit(gaussian, axis, intensity, p0=guess)[0][1]


def make_line(neutral, potentials, line_weights):
    """Sum the emission of all depths, each displaced by its potential."""
    axis = neutral + np.arange(-3.0, 3.0001, 0.01)
    shifted = neutral + np.asarray(potentials)
    profiles = gaussian(axis[:, None], 1.0, shifted[None, :], line_sigma)
    return axis, profiles @ np.asarray(line_weights)


def analyse(film_pot, carbon_pot, si_pot=0.0, reference=None):
    """Fit film, Si and carbon lines, after alignment if a reference is set."""
    film = make_line(film_neutral, film_pot, weights)
    silicon = make_line(si_neutral, [si_pot], [1.0])
    carbon = make_line(carbon_neutral, [carbon_pot], [1.0])
    correction = 0.0
    if reference is not None:
        correction = fit_line(*carbon) - reference
    return np.array([fit_line(axis - correction, signal)
                     for axis, signal in (film, silicon, carbon)])


def offset_from_lines(lines):
    return lines[0] - lines[1] - core_vb_film + core_vb_si


# Closed forms for the uniformly charged film
a = d / L_film
escape = np.exp(-a)
mean_z = L_film * (1 - escape * (1 + a)) / (1 - escape)
mean_z2 = L_film**2 * (2 - escape * (a*a + 2*a + 2)) / (1 - escape)
drop_inter = 4 * np.pi * e2 * N * t / k_inter
drop_film = 2 * np.pi * e2 * N * d / k_film
carbon_shift = drop_inter + drop_film
delta = drop_inter + drop_film * (1 - mean_z2 / d**2)

uniform_charge = np.full(n_film, N / n_film)
potential = solve_film_potential(uniform_charge)
closed_potential = drop_inter + drop_film * (1 - depth**2 / d**2)
assert np.max(np.abs(potential - closed_potential)) < 1e-5
assert abs(weights @ potential - delta) < 1e-5

# Analyst's procedure before and after two choices of carbon reference
raw = analyse(potential, potential[0])
ideal = analyse(potential, potential[0], reference=carbon_neutral)
handbook = analyse(potential, potential[0], reference=carbon_handbook)
raw_vbo = offset_from_lines(raw)
aligned_vbo = offset_from_lines(handbook)
assert abs(handbook[2] - carbon_handbook) < 1e-6
assert abs(aligned_vbo - raw_vbo) < 1e-6
# A single-peak fit follows the mean potential up to a small skewness term
assert abs(aligned_vbo - true_vbo - delta) < 2e-4
neutral_lines = analyse(np.zeros(n_film), 0.0)
assert abs(offset_from_lines(neutral_lines) - true_vbo) < 1e-6
film_residual = ideal[0] - film_neutral
si_residual = ideal[1] - si_neutral
assert abs(film_residual - (delta - carbon_shift)) < 2e-4
assert abs(si_residual + carbon_shift) < 1e-4

# Different charge arrangements with the same carbon shift
floating = analyse(np.full(n_film, carbon_shift), carbon_shift,
                   carbon_shift, carbon_handbook)
floating_error = offset_from_lines(floating) - true_vbo
assert abs(floating_error) < 1e-6
sheet_errors = []
for cell in (0, n_film - 1):
    sheet = np.zeros(n_film)
    sheet[cell] = 1.0
    sheet_pot = solve_film_potential(sheet)
    sheet_pot *= carbon_shift / sheet_pot[0]
    lines = analyse(sheet_pot, sheet_pot[0], reference=carbon_handbook)
    sheet_errors.append(offset_from_lines(lines) - true_vbo)
N_surface = carbon_shift / (4*np.pi*e2 * (t/k_inter + d/k_film))
surface_delta = 4*np.pi*e2*N_surface * (t/k_inter + (d-mean_z)/k_film)
# Half a grid cell separates each numerical sheet from its ideal plane
assert abs(sheet_errors[0] - surface_delta) < 4e-4
assert abs(sheet_errors[1] - carbon_shift) < 4e-4

# Extrapolation with a fixed charge shape and a varied amount of charge
carbon_positions, apparent_offsets = [], []
for fraction in (0.25, 0.5, 0.75, 1.0):
    pot = solve_film_potential(fraction * uniform_charge)
    lines = analyse(pot, pot[0])
    carbon_positions.append(lines[2])
    apparent_offsets.append(offset_from_lines(lines))
slope, at_neutral = np.polyfit(
    np.array(carbon_positions) - carbon_neutral, apparent_offsets, 1)
at_handbook = at_neutral + slope * (carbon_handbook - carbon_neutral)
assert abs(slope - delta / carbon_shift) < 1e-3
assert abs(at_neutral - true_vbo) < 3e-4
assert abs(at_handbook - true_vbo) > 0.1


# Neglected potential variation in a Boltzmann accumulation layer in Si
def accumulation_shift(areal_charge):
    """Mean drop below the Si surface potential, weighted by escape."""
    length = 2 * kT * k_si / (4 * np.pi * e2 * areal_charge)
    b = length / L_si
    return 2 * kT * np.exp(b) * exp1(b)


surface_density = 2 * np.pi * e2 * N**2 / (k_si * kT)
surface_field = 4 * np.pi * e2 * N / k_si


def accumulation_ode(z, y):
    density = surface_density * np.exp(y[0] / kT)
    return [y[1], 4 * np.pi * e2 * density / k_si]


z_si = np.linspace(0, 150, 15001)
solution = solve_ivp(accumulation_ode, (0, 150), [0.0, -surface_field],
                     t_eval=z_si, method="DOP853", rtol=1e-11, atol=1e-13)
assert solution.success
si_weight = np.exp(-z_si / L_si) / L_si
numeric_drop = -np.trapezoid(si_weight * solution.y[0], z_si) \
    if hasattr(np, "trapezoid") else -np.trapz(si_weight*solution.y[0], z_si)
si_drop = accumulation_shift(N)
assert abs(numeric_drop - si_drop) < 2e-5
mass_si = 1.08
Nc = 2 * (mass_si * const.m_e * const.k * temperature
          / (2 * np.pi * const.hbar**2)) ** 1.5 * 1e-27

# Neglected tunnelling: electrons from the Si conduction edge reach traps
barrier_inter = 3.1
barrier_film = gap_film - gap_si - true_vbo
mass_inter, mass_film = 0.4, 0.2
attempt_rate, exposure = 1e13, 1000.0


def decay_rate(mass, barrier):
    return np.sqrt(2*mass*const.m_e*barrier*const.e) / const.hbar * 1e-9


available = np.log(attempt_rate * exposure)
used = 2 * decay_rate(mass_inter, barrier_inter) * t
emptied = max(0.0, (available-used) / (2*decay_rate(mass_film, barrier_film)))
assert 0 < emptied < d
remaining = np.where(depth < d - emptied, uniform_charge, 0.0)
tunnel_pot = solve_film_potential(remaining)
tunnel_delta = weights @ tunnel_pot
combined_delta = tunnel_delta + accumulation_shift(remaining.sum())
assert tunnel_delta < delta < delta + si_drop

# Other sizes
field_inter = 10 * 4 * np.pi * e2 * N / k_inter
field_film = 10 * 4 * np.pi * e2 * N / k_film
breakdown_inter, breakdown_film = 10.0, 4.0
potential_spread = np.sqrt(weights @ (potential - weights @ potential)**2)
k_optical = 4.0
image_shift = e2 / (4*k_optical) * (k_optical-1) / (k_optical+1)
si_signal = np.exp(-d / L_film - t / L_inter)


def show(label, value, unit="", digits=3):
    print(f"{label}: {value:.{digits}f} {unit}".rstrip())


print(f"Film, interlayer thickness: {d:.1f}, {t:.1f} nm")
print(f"Permittivity film, interlayer, Si: {k_film}, {k_inter}, {k_si}")
print(f"Escape length film, interlayer, Si: {L_film}, {L_inter}, {L_si} nm")
print(f"Trapped areal charge number: {N*1e14:.2e} cm^-2")
show("Gaussian e^2", e2, "eV nm", 4)
show("Si signal transmitted by stack", si_signal)
show("Interlayer potential energy drop", drop_inter, "eV")
show("Film potential energy drop", drop_film, "eV")
show("Weighted <z^2>/d^2", mean_z2 / d**2)
show("Carbon shift", carbon_shift, "eV")
show("Mean film shift = offset error delta", delta, "eV")
print(f"Core-to-valence film, Si: {core_vb_film}, {core_vb_si} eV")
print(f"Neutral film, Si, C lines: {film_neutral:.3f}, "
      f"{si_neutral:.3f}, {carbon_neutral:.3f} eV")
print("Raw film, Si, C lines: " + ", ".join(f"{x:.3f}" for x in raw) + " eV")
print("Handbook-aligned film, Si, C lines: "
      + ", ".join(f"{x:.3f}" for x in handbook) + " eV")
show("Film residual, neutral-C reference", film_residual, "eV")
show("Si residual, neutral-C reference", si_residual, "eV")
show("True core separation Si-film", si_neutral - film_neutral, "eV")
show("Aligned core separation Si-film", handbook[1] - handbook[0], "eV")
show("True valence offset", true_vbo, "eV")
show("Raw valence offset", raw_vbo, "eV")
show("C-aligned valence offset", aligned_vbo, "eV")
print(f"Band gap film, Si: {gap_film}, {gap_si} eV")
show("True conduction offset", gap_film-gap_si-true_vbo, "eV")
show("C-aligned conduction offset", gap_film-gap_si-aligned_vbo, "eV")
show("Same C shift, floating sample: error", abs(floating_error), "eV")
show("Same C shift, surface sheet: error", sheet_errors[0], "eV")
show("Same C shift, film-bottom sheet: error", sheet_errors[1], "eV")
show("Slope of offset against C position", slope)
show("Offset extrapolated to neutral C", at_neutral, "eV")
show("Offset extrapolated to handbook C", at_handbook, "eV")
show("Temperature", temperature, "K", 0)
show("Neglected Si accumulation adds to error", si_drop, "eV")
show("Si surface density / band density", surface_density / Nc)
print(f"Barrier interlayer, film: {barrier_inter:.2f}, {barrier_film:.2f} eV")
print(f"Tunnel mass interlayer, film: {mass_inter}, {mass_film} m_e")
print(f"Attempt rate, exposure: {attempt_rate:.0e} s^-1, {exposure:.0f} s")
show("Film depth emptied by tunnelling", emptied, "nm", 2)
show("Offset error after tunnelling", tunnel_delta, "eV")
show("Error with tunnelling and accumulation", combined_delta, "eV")
print(f"Peak field interlayer, film: {field_inter:.3f}, "
      f"{field_film:.3f} MV/cm")
print(f"Rough breakdown interlayer, film: {breakdown_inter:.0f}, "
      f"{breakdown_film:.0f} MV/cm")
print(f"Film potential spread, line sigma: {potential_spread:.3f}, "
      f"{line_sigma:.3f} eV")
show("Film optical permittivity", k_optical, "", 1)
show("Core-hole image shift at 1 nm depth", image_shift, "eV")
print("no test failed")
```

It prints:

```
Film, interlayer thickness: 10.0, 2.0 nm
Permittivity film, interlayer, Si: 20.0, 3.9, 11.7
Escape length film, interlayer, Si: 7.0, 11.0, 10.0 nm
Trapped areal charge number: 2.00e+12 cm^-2
Gaussian e^2: 1.4400 eV nm
Si signal transmitted by stack: 0.200
Interlayer potential energy drop: 0.186 eV
Film potential energy drop: 0.090 eV
Weighted <z^2>/d^2: 0.224
Carbon shift: 0.276 eV
Mean film shift = offset error delta: 0.256 eV
Core-to-valence film, Si: 14.2, 98.8 eV
Neutral film, Si, C lines: 18.000, 99.700, 285.100 eV
Raw film, Si, C lines: 18.256, 99.700, 285.376 eV
Handbook-aligned film, Si, C lines: 17.680, 99.124, 284.800 eV
Film residual, neutral-C reference: -0.020 eV
Si residual, neutral-C reference: -0.276 eV
True core separation Si-film: 81.700 eV
Aligned core separation Si-film: 81.444 eV
True valence offset: 2.900 eV
Raw valence offset: 3.156 eV
C-aligned valence offset: 3.156 eV
Band gap film, Si: 5.7, 1.12 eV
True conduction offset: 1.680 eV
C-aligned conduction offset: 1.424 eV
Same C shift, floating sample: error: 0.000 eV
Same C shift, surface sheet: error: 0.224 eV
Same C shift, film-bottom sheet: error: 0.276 eV
Slope of offset against C position: 0.927
Offset extrapolated to neutral C: 2.900 eV
Offset extrapolated to handbook C: 2.622 eV
Temperature: 300 K
Neglected Si accumulation adds to error: 0.084 eV
Si surface density / band density: 0.425
Barrier interlayer, film: 3.10, 1.68 eV
Tunnel mass interlayer, film: 0.4, 0.2 m_e
Attempt rate, exposure: 1e+13 s^-1, 1000 s
Film depth emptied by tunnelling: 2.36 nm
Offset error after tunnelling: 0.207 eV
Error with tunnelling and accumulation: 0.281 eV
Peak field interlayer, film: 0.928, 0.181 MV/cm
Rough breakdown interlayer, film: 10, 4 MV/cm
Film potential spread, line sigma: 0.023, 0.400 eV
Film optical permittivity: 4.0
Core-hole image shift at 1 nm depth: 0.054 eV
no test failed
```
